# Clogston–Jaccarino Analysis of a Platinum-Like Knight Shift

## Problem

The Knight shift \(K\) is the fractional change of the field at a nucleus in a metal, relative to a non-metallic reference. It is positive when the field at the nucleus is enhanced. In platinum it is roughly \(-3\) percent, although conduction electrons in s states give a positive shift.

The table describes a model metal with a shift and susceptibility of platinum-like size. The entries come from round model parameters; they are not measurements. The susceptibility \(\chi\) is the induced moment per atom divided by the applied field, in \(\mu_B/\mathrm{T}\).

| \(T\) (K) | \(\chi\) (\(10^{-6}\,\mu_B/\mathrm{T}\)) | \(K\) (percent) |
|---|---|---|
| 100 | 314.4 | −3.019 |
| 300 | 296.6 | −2.788 |
| 500 | 271.0 | −2.456 |
| 700 | 245.8 | −2.128 |

The nucleus sits at a cubic site. Four further inputs are given:

- density of an s electron at the nucleus, \(\rho_s(0)=20\) bohr\(^{-3}\), an effective value that includes relativistic enhancement;
- for the d shell, \(\langle r^{-3}\rangle=10\) bohr\(^{-3}\);
- for the core, \(\sum\langle r^2\rangle=30\) bohr\(^2\);
- s density of states at the Fermi level, both spins together, \(N_s=3\) per hartree and atom.

The reference is a bare diamagnetic ion with the same core. Demagnetizing corrections have been made. Separate \(K\) at 100 K into s contact, orbital and d core-polarization parts, and say which conclusions survive errors in the inputs.

## A tempting solution

Let \(B_i\) be the field at the nucleus per \(\mu_B\) of moment of kind \(i\). The inputs give \(B_s=1048.6\) T, \(B_{\rm orb}=125.17\) T and \(\chi_s=6.382\times10^{-6}\,\mu_B/\mathrm{T}\). These values are correct and are derived below.

The argument then runs as follows. The core is the same in the metal and in the reference, so its diamagnetism cancels. What remains is

\[
\chi=\chi_s+\chi_{\rm orb}+\chi_d(T),\qquad
K=B_s\chi_s+B_{\rm orb}\chi_{\rm orb}+B_d\chi_d(T).
\]

Only \(\chi_d\) varies, so the slope of \(K\) against \(\chi\) is \(B_d\). A least-squares line gives \(B_d=-129.87\) T and an intercept \(a=1.0638\) percent at \(\chi=0\). Substituting \(\chi_d=\chi-\chi_s-\chi_{\rm orb}\) into \(K\) and reading off the constant term gives

\[
a=(B_s-B_d)\chi_s+(B_{\rm orb}-B_d)\chi_{\rm orb},
\]

and therefore

\[
\chi_{\rm orb}=\frac{a+B_d\chi_s-B_s\chi_s}{B_{\rm orb}-B_d}
=\frac{0.010638-0.000829-0.006692}{255.04}
=12.2\times10^{-6}.
\]

At 100 K this leaves \(\chi_d=314.4-6.4-12.2=295.8\), in units of \(10^{-6}\,\mu_B/\mathrm{T}\). The shifts are \(K_s=0.669\), \(K_{\rm orb}=0.153\) and \(K_d=-3.842\) percent. They add up to \(-3.02\) percent, as they should.

## The fault

The agreement of the sum proves nothing, because the parts were constructed to lie on the line. The error is in the cancellation. Core diamagnetism has two effects, and only one of them is removed by the reference.

In a field \(B\) along \(z\), the vector potential has the azimuthal component \(A_\phi=\tfrac12Br\sin\theta\). A closed shell of density \(\rho\) responds with the current

\[
J_\phi=-\frac{e^2}{m_e}\rho A_\phi=-\frac{e^2B}{2m_e}\rho\,r\sin\theta .
\]

For any azimuthal current, the moment and the field at the origin are

\[
m_z=\tfrac12\int r\sin\theta\,J_\phi\,dV,\qquad
B_z(0)=\frac{\mu_0}{4\pi}\int\frac{\sin\theta\,J_\phi}{r^2}\,dV. \tag{1}
\]

The second formula is the Biot–Savart law. The vector from the current element to the origin points along \(-\hat r\), and \(\hat\phi\times(-\hat r)=-\hat\theta\), whose \(z\) component is \(+\sin\theta\). The spherical average of \(\sin^2\theta\) is \(2/3\), so the core current produces

\[
m_z=-\frac{e^2B}{6m_e}\sum\langle r^2\rangle,\qquad
B_z(0)=-\frac{\mu_0}{4\pi}\frac{e^2B}{3m_e}\sum\langle r^{-1}\rangle .
\]

The field at the nucleus is the core shielding. It is the same in the reference and cancels in the difference of the two fields. It also slightly reduces the reference field by which that difference is divided; this changes \(K\) by about one percent of its value in platinum and is neglected here. The moment is part of the magnetization of the metal, and \(\chi\) in the table is the total susceptibility, with no reference subtracted. With \(e^2a_0^2/(m_e\mu_B)=8.5088\times10^{-6}\,\mu_B/\mathrm{T}\),

\[
\chi_{\rm dia}=-\frac{30}{6}\times8.5088\times10^{-6}=-42.54\times10^{-6}\ \mu_B/\mathrm{T}.
\]

This term belongs in \(\chi\) and has no partner in \(K\).

## The right solution

### The s contact term

A spherical s spin density carrying a total moment \(\mu\) has magnetization \(M(r)=\mu\rho_s(r)\) along \(z\). Its bound current is \(\nabla\times(M\hat z)=M'\,\hat r\times\hat z\). Since \(\hat z=\cos\theta\,\hat r-\sin\theta\,\hat\theta\), this gives \(J_\phi=-M'\sin\theta\). From (1),

\[
B_z(0)=\frac{\mu_0}{4\pi}\left(-\int_0^\infty M'\,dr\right)2\pi\int_0^\pi\sin^3\theta\,d\theta
=\frac{\mu_0}{4\pi}\,\frac{8\pi}{3}M(0),
\]

because the radial integral is \(M(0)\) and the angular one is \(4/3\). With \(\mu=\mu_B\) and \(\mu_0\mu_B/(4\pi a_0^3)=6.2584\) T,

\[
B_s=\frac{8\pi}{3}\times6.2584\times20=1048.6\ \mathrm{T}.
\]

The field is parallel to the moment. To find that moment, note that the applied field shifts the two spin bands by \(\pm\mu_BB\). Each has density of states \(N_s/2\), so the difference in occupation is \(N_s\mu_BB\). Each unit of this difference contributes \(\mu_B\). Without exchange enhancement, and with \(\mu_B=2.1272\times10^{-6}\) hartree/T,

\[
\chi_s=\mu_BN_s=6.382\times10^{-6}\ \mu_B/\mathrm{T},\qquad K_s=B_s\chi_s=0.669\ \text{percent}.
\]

The Landau diamagnetism of these electrons is neglected.

### The orbital term

A d electron with angular momentum \(m_\ell\hbar\) along \(z\) carries \(J_\phi=-(e\hbar m_\ell/m_e)\rho/(r\sin\theta)\). With \(\mu_B=e\hbar/2m_e\), equations (1) give

\[
m_z=-\mu_Bm_\ell,\qquad
B_z(0)=\frac{\mu_0}{4\pi}(-2\mu_Bm_\ell)\langle r^{-3}\rangle
=\frac{\mu_0}{4\pi}\,2m_z\langle r^{-3}\rangle .
\]

Hence \(B_{\rm orb}=2\times6.2584\times10=125.17\) T, again parallel to the moment.

In a metal whose orbital moment is quenched, the applied field induces one by mixing filled and empty d states. If all the d states share one radial function, the matrix elements of \(\mathbf L/r^3\) are \(\langle r^{-3}\rangle\) times those of \(\mathbf L\), so the same \(B_{\rm orb}\) applies. This Van Vleck moment is taken as independent of temperature, which requires the mixed states to be separated by much more than \(k_BT\).

### The d spin term

The spin of the d electrons could act through its dipole field, which is proportional to the integral of the spin density times \((3z^2-r^2)/r^5\). At a cubic site \(x^2\), \(y^2\) and \(z^2\) have equal integrals, so \(3z^2-r^2\) integrates to zero. This is a property of the full cubic density: for a single \(xy\) orbital the angular average of \(3\cos^2\theta-1\) is \(-0.571\).

A d orbital vanishes at the nucleus and has no contact field of its own. Exchange, however, acts between electrons of like spin, so an open d shell makes the spin-up and spin-down core s orbitals slightly different. Their densities at the nucleus then no longer cancel.

The sign can be seen in a free Mn²⁺ ion, which has five parallel 3d spins and no valence s electron. A non-relativistic unrestricted Hartree–Fock calculation in a finite basis gives these net spin densities at the nucleus:

| shell | spin density (bohr\(^{-3}\)) |
|---|---|
| 1s | −0.07 |
| 2s | −2.72 |
| 3s | +1.31 |
| sum | −1.48 |

The negative 2s part outweighs the positive 3s part. The contact formula, divided by the five Bohr magnetons, gives \(-15.5\) T per \(\mu_B\). These values are not fully converged in the basis: at the basis-set limit of the same method the entries are \(-0.07\), \(-2.79\), \(+1.34\) and \(-1.52\) bohr\(^{-3}\), and the field is \(-16.0\) T per \(\mu_B\), about 3 percent larger in magnitude. The calculation omits electron correlation and relativity. It illustrates the mechanism and its sign, and does not give the size of the field for a 5d shell. In the metal, \(B_d\) is taken from the data. It is then a net field. The d moment also polarizes the valence s electrons, and that contribution follows \(\chi_d(T)\) and enters the slope together with the core part. It can be large and of opposite sign: in the neutral Mn atom, \(3d^54s^2\), the same method at the basis-set limit gives \(+1.15\) bohr\(^{-3}\) from the 4s shell against \(-1.39\) from the core. The label "core polarization" below covers everything that scales with the d spin moment.

The temperature dependence comes from the d density of states. In the model this is a flat background with a narrow peak centred on the Fermi level, whose position is held fixed. Let \(N_T\) be its average over the thermal window \(-\partial f/\partial E\), where \(f\) is the Fermi function, and let \(p\) be the difference between spin-up and spin-down occupation. In mean field, exchange of strength \(I\) adds \(Ip/2\) to the shift of each spin band:

\[
p=N_T\left(\mu_BB+\tfrac12Ip\right)
\quad\Rightarrow\quad
\chi_d=\frac pB=\frac{\mu_BN_T}{1-IN_T/2}.
\]

With \(I=0.020\) hartree, \(N_T\) falls from 59.80 to 53.82 per hartree between 100 and 700 K, by 10 percent. The denominator grows from 0.402 to 0.462, and \(\chi_d\) falls by 22 percent.

### The line and its separation

The model leaves out the Langevin diamagnetism of the d shell itself. In a real 5d metal this term need not be small beside that of the core. Its moment would have to be added to \(\chi_{\rm dia}\), and omitting that moment would lower \(\chi_{\rm orb}\) in the same way as omitting the core term. Its shielding field, which the bare-ion reference lacks, would also enter \(K\) as a small negative term. Within the model, the correct decomposition is

\[
\chi=\chi_{\rm dia}+\chi_s+\chi_{\rm orb}+\chi_d(T),\qquad
K=B_s\chi_s+B_{\rm orb}\chi_{\rm orb}+B_d\chi_d(T).
\]

Solving the first equation for \(\chi_d\) and inserting it in the second gives

\[
K=B_d\chi+\underbrace{(B_s-B_d)\chi_s+(B_{\rm orb}-B_d)\chi_{\rm orb}-B_d\chi_{\rm dia}}_{a}.
\]

The slope is still \(B_d\). The end points of the table alone give \(0.00891/(-68.6\times10^{-6})=-129.9\) T, in agreement with the fit. The intercept contains the extra term \(-B_d\chi_{\rm dia}\). Solving for the orbital part,

\[
\chi_{\rm orb}=\frac{a+B_d(\chi_{\rm dia}+\chi_s)-B_s\chi_s}{B_{\rm orb}-B_d}. \tag{2}
\]

Here \(\chi_{\rm dia}+\chi_s=-36.16\times10^{-6}\), and its product with \(B_d\) is \(+0.004696\). Therefore

\[
\chi_{\rm orb}=\frac{0.010638+0.004696-0.006692}{255.04}=33.9\times10^{-6}\ \mu_B/\mathrm{T}.
\]

The tempting solution found 12.2, too small by a factor of 2.8. At 100 K the d part is, in the same units,

\[
\chi_d=314.4+42.54-6.38-33.89=316.7 .
\]

Multiplying each part by its hyperfine field gives the separation at 100 K (the susceptibilities are rounded separately, so their sum differs from the total by 0.1):

| part | \(\chi\) (\(10^{-6}\,\mu_B/\mathrm{T}\)) | \(K\) (percent) |
|---|---|---|
| core diamagnetism | −42.5 | 0 |
| s contact | 6.4 | +0.67 |
| orbital | 33.9 | +0.42 |
| d core polarization | 316.7 | −4.11 |
| total | 314.4 | −3.02 |

The total susceptibility corresponds to \(175.6\times10^{-6}\) cm³/mol in cgs units. The shift is negative because the large d spin moment acts through a negative field and outweighs two positive terms. Per \(\mu_B\) the s field is eight times stronger than the d field, but the s moment is fifty times smaller.

### Comparison with the model behind the table

The table was generated with \(B_d=-130\) T and an orbital susceptibility that can be calculated directly. For this part the model uses discrete levels: a filled \(t_{2g}\) set, and \(h=0.4\) holes spread evenly over the four \(e_g\) spin-orbitals at an energy \(\Delta=0.10\) hartree above it. These levels are chosen independently of the density of states used for \(\chi_d\); the two are not derived from one band structure.

For a field along \(z\), the perturbation is \(\mu_BBL_z\), with \(L_z\) in units of \(\hbar\). It couples \(x^2-y^2\) to \(xy\) with a matrix element of magnitude 2. To first order the upper state acquires an admixture of magnitude \(2\mu_BB/\Delta\), and so

\[
\langle L_z\rangle=2\times2\times\frac{2\mu_BB}{\Delta}=\frac{8\mu_BB}{\Delta}.
\]

A full d shell has total \(\langle L_z\rangle=0\), so only the holes count. The orbital \(3z^2-r^2\) has \(m_\ell=0\) and is not affected by \(L_z\). The two spin states of \(x^2-y^2\) each lack \(h/4\) electrons, which leaves \(\langle L_z\rangle=-4h\mu_BB/\Delta\). The moment is \(-\mu_B\langle L_z\rangle\), so in \(\mu_B/\mathrm{T}\)

\[
\chi_{\rm orb}=\frac{4h\mu_B}{\Delta}=\frac{4\times0.4\times2.1272\times10^{-6}}{0.10}=34.0\times10^{-6}.
\]

The analysis returned 33.9. For \(\chi_d\) at 100 K it returned 316.7, where the model has 316.5. These small differences arise from the rounding of the table. The numerical check printed below also tests the contact and orbital field formulas by quadrature on hydrogen 1s and 3d currents, and both d susceptibilities by finite-field calculation. The value of \(B_d\) is an input of the model and is not calculated.

## What the analysis can and cannot establish

The line supplies two numbers, a slope and an intercept, so the partition depends on the four outside inputs and on the accuracy of the line itself. The intercept lies far outside the range of the data: a slope steeper by 1 percent through the same mean point raises \(\chi_{\rm orb}\) by \(1.4\times10^{-6}\,\mu_B/\mathrm{T}\) and changes \(K_d\) by only \(-0.02\) percent. Raising one input by 10 percent in (2) changes \(\chi_{\rm orb}\), in \(10^{-6}\,\mu_B/\mathrm{T}\), by \(-2.9\) for \(N_s\), \(-2.6\) for \(\rho_s(0)\), \(+2.2\) for \(\sum\langle r^2\rangle\) and \(-1.6\) for \(\langle r^{-3}\rangle\). In each case \(K_d\) moves from \(-4.11\) percent by less than 0.04. All four inputs thus matter comparably for the orbital part and little for the d part. Take \(\chi_s\), which has the largest effect on \(\chi_{\rm orb}\). Differentiating (2),

\[
\frac{\partial\chi_{\rm orb}}{\partial\chi_s}=-\frac{B_s-B_d}{B_{\rm orb}-B_d}=-\frac{1178.5}{255.04}=-4.62 .
\]

Raising \(\chi_s\) by half lowers \(\chi_{\rm orb}\) from 33.9 to 19.1. The shifts at 100 K become \(K_s=1.00\), \(K_{\rm orb}=0.24\) and \(K_d=-4.26\) percent, and the data are reproduced equally well.

Physical limits still confine the d term. Neither \(\chi_s\) nor \(\chi_{\rm orb}\) can be negative in this model. With the other inputs held fixed and the slope read as \(B_d\), the two extremes are as follows, with susceptibilities in \(10^{-6}\,\mu_B/\mathrm{T}\):

- If \(\chi_s=0\), then \(\chi_{\rm orb}=33.9+4.62\times6.38=63.4\). This leaves \(\chi_d=293.6\) and \(K_d=-3.8\) percent.
- If \(\chi_{\rm orb}=0\), then \(\chi_s=6.38+33.9/4.62=13.7\). This leaves \(\chi_d=343.2\) and \(K_d=-4.5\) percent.

The negative sign and the dominance of core polarization therefore survive any error in \(\chi_s\) alone, while the division of the positive remainder between s contact and orbital terms does not.

The reference matters as well. If its own chemical shift displaces every \(K\) by \(\delta K\), the slope is unchanged and \(\chi_{\rm orb}\) moves by \(\delta K/(B_{\rm orb}-B_d)\). For \(\delta K=+0.2\) percent it rises from 33.9 to 41.7.

The slope itself rests on the assumption that nothing but the d spin part varies with temperature. Suppose the orbital part changes by \(\kappa\) times the change in \(\chi_d\). Then \(\chi\) changes by \((1+\kappa)\,\delta\chi_d\) and \(K\) by \((B_d+\kappa B_{\rm orb})\,\delta\chi_d\), so that

\[
\frac{dK}{d\chi}=\frac{B_d+\kappa B_{\rm orb}}{1+\kappa}.
\]

With \(\kappa=0.1\) and the model value \(B_d=-130\) T, the slope is \(-106.8\) T. The plot is still straight, so straightness alone does not show that the slope is \(B_d\). Conversely, the slope of the table read with \(\kappa=0.1\) implies \(B_d=-155\) T, and at 100 K \(\chi_{\rm orb}=62.7\times10^{-6}\,\mu_B/\mathrm{T}\) and \(K_d=-4.47\) percent. With \(\kappa=0.2\), \(K_d=-4.77\) percent, outside the range found above. The sign and dominance of the d term remain in both cases. Spin–orbit coupling, strong in a 5d metal and neglected here, mixes spin and orbital moments and is one reason to treat such a partition of real platinum data as approximate.

## Computed results

```
Field unit mu0 muB/(4 pi a0^3): 6.2584 T
Bohr magneton: 2.1272e-06 hartree/T
Diamagnetic unit e^2 a0^2/(m muB): 8.5088e-06 muB/T
Contact quadrature, H 1s, B/m: 2.66667 a.u.
Orbital quadrature, H 3d, B/m: 0.004938 a.u.
Dipole factor, xy alone: -0.5714; t2g set: 5.4e-16
Mn2+ UHF spin density at nucleus, bohr^-3:
  1s, 2s, 3s: -0.067, -2.720, 1.305
  sum: -1.482; field: -15.5 T per muB
  <S^2>: 8.7507
Inputs rho_s(0), <r^-3>_d: 20.0, 10.0 bohr^-3
Input sum of <r^2>: 30.0 bohr^2
Input s density of states: 3.0 per hartree
Input e_g holes: 0.4; splitting: 0.10 hartree
Input d DOS flat, peak: 30, 30 per hartree
Input peak width: 0.005; Stoner I: 0.020 hartree
Model B_d: -130.0 T per muB
B_s: 1048.6 T per muB; B_orb: 125.17 T per muB
chi_dia: -42.54; chi_s: 6.382 (1e-6 muB/T)
Model chi_orb: 34.04; finite field: 34.03 (1e-6 muB/T)
T (K) | N_T (1/hartree) | model chi_d (1e-6 muB/T)
  100 | 59.80 | 316.5
  300 | 58.41 | 298.7
  500 | 56.22 | 273.2
  700 | 53.82 | 247.9
Data: T (K) | chi (1e-6 muB/T) | K (percent)
  100 | 314.4 | -3.019
  300 | 296.6 | -2.788
  500 | 271.0 | -2.456
  700 | 245.8 | -2.128
Fitted slope B_d: -129.87 T per muB
Fitted intercept: 1.0638 percent
Separated chi_orb: 33.89 (1e-6 muB/T)
Separated chi_d at 100 K: 316.7 (1e-6 muB/T)
At 100 K K_s: 0.669; K_orb: 0.424 percent
At 100 K K_d: -4.113; sum: -3.019 percent
Molar chi at 100 K: 175.6 1e-6 cm^3/mol (cgs)
d chi_orb / d chi_s: -4.621
chi_s raised by half: chi_orb 19.14, chi_d(100 K) 328.2 (1e-6 muB/T)
  K_s 1.004, K_orb 0.240, K_d -4.263 percent
Reference error +0.2 percent: chi_orb 41.73 (1e-6 muB/T)
Slope if orbital part varies, kappa=0.1: -106.80 T per muB
```
